Extrapolating a vacancy energy from 108-site and 256-site cells

**Question**

I have computed a vacancy energy for an fcc metal in two periodic cells. The cell with 108 sites gives 0.71 eV and the cell with 256 sites gives 0.67 eV. I am asked to extrapolate to an infinite crystal, "assuming a leading inverse-volume error".

I first subtracted another 0.04 eV, but I cannot justify that. How do I use the two volumes properly? Where does the inverse-volume law come from, and how far can I trust a limit drawn from two points? I need the number for a diffusion estimate near 800 K. Would the method change if it were a migration barrier instead of a formation energy?

**Answer**

I assume that the vacancy is neutral, and that both cells are cubic, with the same volume Ω per site and lattice vectors held fixed while the atoms relax. Your site counts fit this: 108 = 4·3³ and 256 = 4·4³, so the cells are 3 and 4 cubic lattice constants wide. N counts lattice sites, including the empty one, so the cell volume is V = NΩ.

**The extrapolation**

An error proportional to 1/V is also proportional to 1/N, because Ω is the same in both cells:

E(N) = E∞ + A/N

Here A is an unknown energy. Multiply the equation for each cell by its own N:

N₁E₁ = N₁E∞ + A

N₂E₂ = N₂E∞ + A

Subtracting the first from the second removes A:

N₂E₂ − N₁E₁ = (N₂ − N₁)E∞

E∞ = (N₂E₂ − N₁E₁)/(N₂ − N₁)

With your numbers,

E∞ = (256·0.67 − 108·0.71)/148 eV = 0.641 eV

Subtracting the two original equations instead removes E∞ and gives the coefficient:

A = (E₁ − E₂)/(1/N₁ − 1/N₂) = 7.47 eV

The assumed error is therefore A/108 = 0.069 eV in the small cell and A/256 = 0.029 eV in the large one. Their difference is your 0.04 eV. The correction still to be made to the large cell is 0.029 eV, not another 0.04 eV.

For a migration barrier the algebra is the same. A barrier is the saddle energy minus the vacancy energy in the same cell. If each has a 1/N error, so does the difference, though its A may have either sign.

**Where an inverse-volume error comes from**

A vacancy pulls or pushes on its neighbours. Far away, these balanced forces act as a force dipole. The displacement due to a single force falls as 1/r, that due to a dipole as 1/r², and the strain as 1/r³. A second dipole in this strain has an interaction energy of order 1/r³. In cells of equal shape all image distances scale with the cell width L, so the interaction scales as 1/L³, or 1/V. Holding the cell volume fixed adds a term of the same order.

The coefficient can be found for an isotropic dipole P in an isotropic elastic solid. Let θ = ∇·u be the local volume strain. The dipole contributes −Pθ at its own position. It couples only to longitudinal waves, for which the strain is εᵢⱼ = θqᵢqⱼ/q². Then εᵢⱼεᵢⱼ = θ², and the elastic energy density is

½Kθ² + G(εᵢⱼεᵢⱼ − θ²/3) = ½(K + 4G/3)θ² = ½Mθ²

K is the bulk modulus, G the shear modulus and M the longitudinal modulus. Expand θ in the waves allowed by the cell, with amplitudes θ_q. The energy is

U = Σ_q (½MV|θ_q|² − Pθ_q)

Minimizing gives θ_q = P/(MV), and each wave lowers the energy by P²/(2MV). A lattice of N sites has N wavevectors, but the one at q = 0 is a uniform volume change, which the fixed cell forbids. In this continuum estimate the relaxation energy is therefore

−(N − 1)P²/(2MNΩ) = −P²/(2MΩ) + P²/(2MNΩ)

Within this estimate, the first term is the infinite-cell value. It is not a reliable relaxation energy for a real lattice, whose short waves do not follow the continuum formula. The second term comes from the missing wave at q = 0 and is the size error:

E(N) − E∞ = P²/(2MV)

It is positive: the fixed cell blocks part of the relaxation, so the energy falls towards its limit as the cell grows. In this isotropic case that is the whole effect. The displacement around such a dipole is radial and falls as 1/r², so its divergence θ vanishes away from the centre, and the images have no direct interaction −Pθ. On a real lattice the contribution of each wave also depends on its wavelength. That dependence starts at order q², and since the smallest q scales as 1/L, the next elastic correction is of order 1/L⁵.

The sign depends on the cell condition. If the cell may change its volume, a uniform volume strain e adds ½KVe² − Pe. The minimum is at e = P/(KV), which lowers the energy by a further P²/(2KV). The total error becomes

(P²/2V)(1/M − 1/K)

This is negative, because M > K. Fixed-cell and relaxed-cell energies must therefore not be mixed in one extrapolation. The same minimum gives the relaxation volume, ΔV = eV = P/K.

**Does it work at 108 and 256 sites?**

I tested this on a harmonic fcc network with first-neighbour springs of strength 1 and second-neighbour springs of strength 1/4, which make it elastically isotropic. Lengths are in units of half the cubic lattice constant. Unit forces pull the 12 neighbours of one site inwards.

With all springs intact, P² = 32 and MΩ = 3, so the predicted coefficient of 1/N is 32/6 = 5.33. Direct relaxation of cells with 4000 and 16384 sites gives 5.26, which is 1.4% lower.

Next, the springs of the vacant site were cut. For a model saddle, the springs of both end sites of the jump were cut and the four atoms around the midpoint were pushed outwards with force 3. Measured against the 16384-site cell, in network units, the errors are:

- vacancy: 0.0304 at 256 sites, 0.00004 after extrapolation from 108 and 256 sites;
- saddle: 0.137 at 256 sites, 0.010 after extrapolation;
- barrier: 0.106 at 256 sites, 0.010 after extrapolation.

By the 1/N law, the reference cell has its own error of 1/64 of the 256-site error, about 0.0005 for the vacancy. The vacancy agreement means nothing below that level: against the infinite limit, about 2% of the 256-site error survives. Part of this success is a cancellation. The coefficient of 1/N fitted to the two small cells is 7.8, about 7% below its large-cell value of 8.4, so higher-order terms are present at these sizes and partly offset each other in the extrapolation. For the barrier, about a tenth of the 256-site error survives. The method thus works in this model when elasticity is the source of the error, and less completely for the barrier than for the vacancy.

**How firm is 0.641 eV?**

Two energies determine two unknowns, so the fit passes through both points whatever the true law is. Three checks show what this hides.

*Rounding.* The weights of the two energies are 256/148 = 1.73 and −108/148 = −0.73. If each energy is rounded to 0.01 eV, it may be off by 0.005 eV. The worst case has errors of opposite sign:

0.005 eV · (256 + 108)/148 = 0.012 eV

The third decimal is not justified, and the answer to quote is 0.64 eV.

*The exponent.* If the error falls as N⁻ᵖ, multiply each equation by Nᵖ instead of N. The same subtraction gives

E∞ = (N₂ᵖE₂ − N₁ᵖE₁)/(N₂ᵖ − N₁ᵖ)

For p = 5/3, the 1/L⁵ law, the limit is 0.658 eV. For p = 1/3, a 1/L law such as the leading image error of an uncorrected charged defect, it is 0.55 eV. The choice of law matters more than the rounding.

*The size of A.* Replace P by KΔV in the fixed-cell result. The elastic coefficient is

A_el = K²ΔV²/(2MΩ)

Take rough aluminium-like values: K = 76 GPa, G = 26 GPa, Ω = 16.6 Å³ and |ΔV| = 0.3Ω. Then M = 76 + 4·26/3 = 110.7 GPa and A_el = 0.24 eV. Your fit needs 7.47 eV, about 31 times more. Elasticity would make the two cells differ by only 0.0013 eV, not 0.04 eV. Since A_el grows as ΔV², matching the fit would take |ΔV| = 0.3Ω·√30.7 = 1.66Ω. The vacancy would have to change the crystal volume by more than one and a half atoms, which is far outside the assumed regime.

This estimate applies if your number is a formation energy. For a barrier, the difference between the saddle and vacancy coefficients would be needed. The saddle generally has an anisotropic dipole, so the isotropic formula above cannot be used for its coefficient.

So, if your metal has elastic constants and a relaxation volume like these, most of your 0.04 eV probably has another source. My first suspect, which your data cannot confirm, is unequal Brillouin-zone sampling. An m×m×m mesh in a cell n lattice constants wide samples the perfect crystal as densely as an nm×nm×nm mesh in the cubic unit cell. A Γ-centred 4×4×4 mesh for 108 sites and a 3×3×3 mesh for 256 sites are therefore equivalent, since 3·4 = 4·3. Use such a pair, then increase both densities. Whatever part of the 0.04 eV then disappears was a sampling error, not an inverse-volume error, and should not be extrapolated as one. What remains need not be elastic: the electronic disturbance around a vacancy can also depend on the cell size.

After that, run a third cell. With 500 sites, your present fit predicts

E(500) = 0.641 + 7.47/500 = 0.656 eV

With your energies rounded to 0.01 eV, this prediction is uncertain by up to 0.009 eV, while the 1/L⁵ law would give 0.662 eV. The third cell could not tell the two laws apart. Keep all three energies to 0.001 eV and repeat the prediction before comparing.

**What it means at 800 K**

At 800 K, k_BT = 0.069 eV. Replacing the 256-site energy by the limit changes a Boltzmann factor by

exp(0.0292/0.0689) = 1.53

The rounding of your two energies alone allows a factor from about 1.4 to 1.7. For a formation energy, this factor multiplies the equilibrium vacancy concentration; for a barrier, it multiplies the jump rate, with the prefactor held fixed. In aluminium, formation and migration energies are both roughly 0.6 to 0.7 eV, so your values are in a realistic range. That does not validate the extrapolation.

A static energy also leaves out entropy. A formation entropy of one k_B would lower the formation free energy by 0.069 eV at 800 K, more than twice the size correction to your large cell. The error of the exchange-correlation functional is a separate matter, and no larger cell removes it.

I would report **0.64 eV, conditional on the inverse-volume law**, and hold back from using it in the diffusion estimate until the denser sampling and the third cell support that law. The full figures are in the numerical output below.

Values computed for the example and the checks

```
energy, 108 sites: 0.71 eV
energy, 256 sites: 0.67 eV
weights of large and small cell: 1.7297, -0.7297
extrapolated energy: 0.6408 eV
coefficient A: 7.472 eV (times sites)
size error at 108 sites: 0.0692 eV
size error at 256 sites: 0.0292 eV
predicted energy, 500 sites: 0.6558 eV
input rounding, each energy: 0.005 eV
largest rounding error of the limit: 0.0123 eV
limit if error goes as N^(-1/3): 0.5500 eV
limit if error goes as N^(-5/3): 0.6576 eV
network slope, relaxed cells: 5.2571 (network units)
network slope, P^2/(2 M Omega): 5.3333 (network units)
network reference cell: 16384 sites
network vacancy, errors at 108, 256, extrapolated: 0.07207, 0.03043, 0.00004 (network units)
network saddle, errors at 108, 256, extrapolated: 0.31014, 0.13654, 0.00986 (network units)
network barrier, errors at 108, 256, extrapolated: 0.23807, 0.10611, 0.00981 (network units)
rough bulk modulus K: 76 GPa
rough shear modulus G: 26 GPa
longitudinal modulus M: 110.7 GPa
rough site volume: 16.6 cubic angstrom
rough relaxation volume: 0.3 site volumes
elastic coefficient: 0.243 eV (times sites)
fitted A over elastic coefficient: 30.7
elastic part of the 108-256 difference: 0.00130 eV
relaxation volume demanded by fitted A: 1.66 site volumes
temperature of use: 800 K, kT = 0.0689 eV
Boltzmann factor, limit against 256 sites: 1.53
free-energy shift for entropy of one k_B: 0.0689 eV
```
